# Mean azimuthal force of a rotating magnetic field in a long melt

## 1. What fixes the form of the force

A cylindrical melt of radius \(R\) and conductivity \(\sigma\) stands in a uniform transverse magnetic field. The field has constant magnitude \(B\) and turns about the cylinder axis at angular frequency \(\omega\). We want the time-averaged force per unit volume.

If the field of the induced currents is negligible, the electric field is proportional to \(\omega B\), the current density to \(\sigma\omega B\), and the force density, current times field, to \(\sigma\omega B^2\). The product \(\sigma B^2\) has the unit of force density divided by velocity, so \(\sigma\omega B^2\) is a force density divided by a length. One length must therefore multiply it. A smooth azimuthal force vanishes on the axis. If the wall does not influence the current, the length can only be the distance \(r\) from the axis, and

\[
\langle f_\theta\rangle=C\,\sigma\omega B^2 r .\tag{1}
\]

A mirror plane containing the axis reverses both the sense of rotation and the azimuthal direction, so the force must be odd in \(\omega\), as (1) is. The number \(C\), and the conditions under which \(R\) drops out, require the fields.

## 2. Field and induced current

Use cylindrical coordinates \((r,\theta,z)\) and define \(\psi=\theta-\omega t\). The applied field points along \(\theta=\omega t\), so

\[
B_r=B\cos\psi,\qquad B_\theta=-B\sin\psi,\qquad B_z=0 .\tag{2}
\]

Here \(B\) is the length of the rotating vector with no melt present. Two perpendicular coil pairs driven a quarter period apart produce it when each gives a field of amplitude \(B\), or rms value \(B/\sqrt2\).

A vector potential along the axis, \(A_z=Br\sin\psi\), gives this field, since

\[
B_r=\frac1r\frac{\partial A_z}{\partial\theta}=B\cos\psi,\qquad
B_\theta=-\frac{\partial A_z}{\partial r}=-B\sin\psi .\tag{3}
\]

The melt is at rest for now, non-magnetic, and surrounded by an insulator. Displacement current is neglected. Ohm's law reads \(\mathbf J=\sigma(-\partial_t\mathbf A-\nabla\phi)\). Because \(\partial_t\psi=-\omega\),

\[
-\frac{\partial A_z}{\partial t}=\omega Br\cos\psi .\tag{4}
\]

This field does not depend on \(z\), so its divergence is zero. Charge conservation, \(\nabla\cdot\mathbf J=0\), then requires \(\nabla^2\phi=0\), and the insulating side wall requires \(\partial_r\phi=0\) at \(r=R\). Far from the ends \(\nabla\phi\) does not vary with \(z\), which leaves a constant plus a term linear in \(z\). The linear term would carry a net axial current, which insulated ends forbid. The current from (4) already has zero net value over the section, because \(\cos\psi\) averages to zero around the circle. Hence \(\nabla\phi=0\) and

\[
J_z=\sigma\omega Br\cos\psi .\tag{5}
\]

Current runs up one half of the column and down the other, and turns round near the ends. The radius \(R\) has dropped out.

## 3. The force and its average

For an axial current, \(\hat{\mathbf z}\times\hat{\mathbf r}=\hat{\boldsymbol\theta}\) and \(\hat{\mathbf z}\times\hat{\boldsymbol\theta}=-\hat{\mathbf r}\). The force \(\mathbf J\times\mathbf B\) therefore has components

\[
f_\theta=J_zB_r=\sigma\omega B^2r\cos^2\psi
=\tfrac12\sigma\omega B^2r\,(1+\cos2\psi),\tag{6}
\]
\[
f_r=-J_zB_\theta=\sigma\omega B^2r\cos\psi\sin\psi
=\tfrac12\sigma\omega B^2r\sin2\psi .\tag{7}
\]

At a fixed point \(\cos2\psi\) and \(\sin2\psi\) average to zero over a period. Thus \(C=1/2\):

\[
\boxed{\langle f_\theta\rangle=\tfrac12\sigma\omega B^2r},\qquad \langle f_r\rangle=0 .\tag{8}
\]

The force has the sense of the field's rotation: the melt is dragged after the field, as the rotor of an induction motor is.

The alternating part is as large as the mean. It is, however, the gradient of

\[
\Phi=\tfrac14\sigma\omega B^2r^2\sin2\psi ,\tag{9}
\]

because \(\partial_r\Phi=\tfrac12\sigma\omega B^2r\sin2\psi\) and \(r^{-1}\partial_\theta\Phi=\tfrac12\sigma\omega B^2r\cos2\psi\). Away from the ends of a closed melt of uniform density, a pressure equal to \(\Phi\) balances it, and it drives no flow. Near the ends the current departs from (5) and the balance is incomplete; section 7 shows that the alternating force matters little even without any balance. The mean force has the axial curl

\[
\frac1r\frac{d}{dr}\left(r\,\langle f_\theta\rangle\right)=\sigma\omega B^2 ,\tag{10}
\]

which no pressure gradient can balance. This part drives the swirl.

The torque per unit length is

\[
T=\int_0^R r\,\langle f_\theta\rangle\,2\pi r\,dr
=\pi\sigma\omega B^2\int_0^R r^3dr=\frac{\pi}{4}\sigma\omega B^2R^4 .\tag{11}
\]

It is steady at every instant, since the term \(\cos2\psi\) in (6) integrates to zero over \(\theta\).

## 4. When the melt turns

Let the melt have an azimuthal velocity \(u_\theta(r)\). Ohm's law gains the term \(\sigma\,\mathbf u\times\mathbf B\), whose axial component is \(-\sigma u_\theta B_r\). The current becomes

\[
J_z=\sigma B(\omega r-u_\theta)\cos\psi .\tag{12}
\]

It is still independent of \(z\) and has zero net value over the section, so again no potential is needed. Multiplying by \(B_r\) and averaging gives

\[
\langle f_\theta\rangle=\tfrac12\sigma B^2(\omega r-u_\theta).\tag{13}
\]

The force is proportional to the slip between field and melt and vanishes when they turn together. Equation (8) requires \(u_\theta\ll\omega r\).

The laminar swirl of a long column gives an estimate of \(u_\theta\). For density \(\rho\) and kinematic viscosity \(\nu\), with the small drag term in (13) dropped, viscous friction balances the drive:

\[
\rho\nu\left(u_\theta''+\frac{u_\theta'}r-\frac{u_\theta}{r^2}\right)=-\tfrac12\sigma\omega B^2r .\tag{14}
\]

The operator in brackets turns \(r^3\) into \((6+3-1)r=8r\) and turns \(r\) into zero. The \(r^3\) coefficient is thus \(-\sigma\omega B^2/(16\rho\nu)\), and the linear term is fixed by \(u_\theta(R)=0\):

\[
u_\theta=\frac{\sigma\omega B^2}{16\rho\nu}\,r(R^2-r^2).\tag{15}
\]

Setting the derivative \(R^2-3r^2\) to zero puts the peak at \(r=R/\sqrt3\), with

\[
u_{\rm peak}=\frac{\sigma\omega B^2R^3}{16\rho\nu}\,\frac{2}{3\sqrt3}.\tag{16}
\]

## 5. What weak shielding means

Now keep the field of the induced currents, with the melt at rest. Ampère's law gives \(-\nabla^2A_z=\mu_0J_z=-\mu_0\sigma\,\partial_tA_z\). Write \(A_z=\operatorname{Im}[a(r)e^{i\psi}]\), so that \(\partial_t\) becomes \(-i\omega\):

\[
a''+\frac{a'}r-\frac a{r^2}+k^2a=0,\qquad k^2=i\mu_0\sigma\omega .\tag{17}
\]

The solution finite on the axis is \(a=C_1J_1(kr)\), where \(J_n\) with an index denotes a Bessel function. Outside the melt \(a=Br+D/r\). Both \(a\) and \(a'\) are continuous at \(R\). The combination \(Ra'+a\) removes \(D\) and equals \(2BR\) outside. Inside, the identity \(xJ_1'(x)+J_1(x)=xJ_0(x)\) makes it \(C_1kRJ_0(kR)\). Therefore

\[
a(r)=\frac{2B\,J_1(kr)}{k\,J_0(kR)} .\tag{18}
\]

Since \(A_z\) depends on \(\theta\) and \(t\) through \(\psi\) alone, \(J_z=-\sigma\partial_tA_z=\sigma\omega\,\partial_\theta A_z\), while \(B_r=r^{-1}\partial_\theta A_z\). The mean of \((\partial_\theta A_z)^2\) is \(|a|^2/2\), so

\[
\langle f_\theta\rangle=\frac{\sigma\omega|a|^2}{2r}
=\tfrac12\sigma\omega B^2r\left|\frac{2J_1(kr)}{kr\,J_0(kR)}\right|^2 .\tag{19}
\]

Define \(S=\mu_0\sigma\omega R^2\) and \(s=Sr^2/R^2\). For small arguments \(2J_1(x)/x=1-x^2/8+x^4/192-\dots\) and \(J_0(x)=1-x^2/4+x^4/64-\dots\). With \(x^2=is\) in the first and \(x^2=iS\) in the second,

\[
\left|1-\frac{is}8-\frac{s^2}{192}\right|^2=1-\frac{s^2}{96}+\frac{s^2}{64}+\dots=1+\frac{s^2}{192}+\dots,
\]
\[
\left|1-\frac{iS}4-\frac{S^2}{64}\right|^2=1-\frac{S^2}{32}+\frac{S^2}{16}+\dots=1+\frac{S^2}{32}+\dots
\]

Their ratio is the shielding factor

\[
F=1-\frac{S^2}{32}+\frac{S^2}{192}\frac{r^4}{R^4}+O(S^4).\tag{20}
\]

There is no term linear in \(S\): to first order the induced field shifts the phase of \(a\) and leaves its magnitude unchanged. Weighting (20) with \(4r^3/R^4\) gives the torque factor \(1-S^2/32+S^2/384=1-11S^2/384\).

At the rim (19) gives factors of 0.975 at \(S=1\), 0.907 at \(S=2\) and 0.718 at \(S=4\). The azimuthal force in (8) is thus good to about 3 % at the rim up to \(S=1\), where the skin depth \(\delta=\sqrt{2/(\mu_0\sigma\omega)}=R\sqrt{2/S}\) is still larger than the radius. The mean radial force does not stay zero. To first order \(a=Br(1+iS/4-is/8)\) and \(a'=B(1+iS/4-3is/8)\) differ in phase by \(s/4\), and \(f_r=J_z\,\partial_rA_z\) then has the inward mean \(\langle f_r\rangle\simeq-(s/4)\,\tfrac12\sigma\omega B^2r\), about a quarter of the azimuthal force at the rim for \(S=1\). It depends on \(r\) alone, so in a long column a pressure balances it and it drives no flow.

The opposite limit, \(S\gg1\), behaves differently. There \(|J_1(kR)/J_0(kR)|\to1\) and \(|k|^2=\mu_0\sigma\omega\), so (18) gives \(|a(R)|^2\to4B^2/(\mu_0\sigma\omega)\). Within a few skin depths of the rim, \(|a|^2\) falls inwards nearly as \(e^{-2(R-r)/\delta}\). From (19),

\[
\langle f_\theta\rangle\simeq\frac{2B^2}{\mu_0R}\,e^{-2(R-r)/\delta},\qquad
T\simeq2\pi R^2\,\frac{2B^2}{\mu_0R}\,\frac\delta2=\frac{2\pi B^2R\delta}{\mu_0}.\tag{21}
\]

At fixed \(B\) the torque now falls as \(\omega^{-1/2}\), whereas (11) rises as \(\omega\). The torque from (19) is largest near \(S\approx6\); beyond that, raising the frequency lowers it, while the force at the rim only creeps up to \(2B^2/(\mu_0R)\). The limit (21) is approached slowly: the torque lies about 7 % below it at \(S=100\).

## 6. What long means

Let the melt end at insulating planes \(z=\pm h\), with weak shielding and no motion. The axial current must vanish there, so \(\partial_z\phi=\omega Br\cos\psi\) at both ends. Let \(j_n\) be the positive roots of \(J_1'(j_n)=0\). The harmonic potential that also satisfies the side-wall condition is

\[
\phi=\omega B\cos\psi\sum_n c_n\frac{R}{j_n}J_1\!\left(\frac{j_nr}R\right)\frac{\sinh(j_nz/R)}{\cosh(j_nh/R)},\quad
r=\sum_nc_nJ_1\!\left(\frac{j_nr}R\right).\tag{22}
\]

The functions in the second sum are orthogonal with weight \(r\). The integrals needed are

\[
\int_0^R r^2J_1\!\left(\frac{j_nr}R\right)dr=\frac{R^3J_2(j_n)}{j_n}=\frac{R^3J_1(j_n)}{j_n^2},\tag{23}
\]
\[
\int_0^R rJ_1^2\!\left(\frac{j_nr}R\right)dr=\frac{R^2}2\left(1-\frac1{j_n^2}\right)J_1^2(j_n).\tag{24}
\]

In (23), \(J_1'=J_0-J_1/x=0\) gives \(J_0=J_1/j_n\), and then \(J_2=2J_1/j_n-J_0=J_1/j_n\). Dividing (23) by (24) yields \(c_n=2R/[(j_n^2-1)J_1(j_n)]\). Since \(B_z=0\), the azimuthal force is still \(J_zB_r\), and subtracting \(\sigma\partial_z\phi\) from (5) multiplies (8) by

\[
G=1-\sum_n\frac{2R\,J_1(j_nr/R)}{r\,(j_n^2-1)J_1(j_n)}\,\frac{\cosh(j_nz/R)}{\cosh(j_nh/R)} .\tag{25}
\]

The smallest root is \(j_1=1.841\), so the end effect dies away over the length \(R/1.841\).

The total torque is less forgiving. The loss in (25) is weighted with \(r^3\) and integrated over the melt. By (23) the radial integral of each term is \(2R^4/[j_n^2(j_n^2-1)]\), and the axial one is \(2(R/j_n)\tanh(j_nh/R)\). Division by \(2h\cdot R^4/4\) gives the lost fraction

\[
L=\sum_n\frac{8}{j_n^2(j_n^2-1)}\,\frac{\tanh(j_nh/R)}{j_nh/R}.\tag{26}
\]

For a long melt \(\tanh\to1\), and \(L\) falls only as \(1/h\): the two end regions keep their size while the column grows.

## 7. A germanium melt

Take \(R=10\) mm, length \(2h=80\) mm, \(B=1\) mT and a frequency of 50 Hz, so \(\omega=314.2\) rad/s. Rough values for molten germanium are \(\sigma=1.5\times10^6\) S/m, \(\rho=5500\) kg/m³ and \(\nu=1.3\times10^{-7}\) m²/s. At the rim

\[
\langle f_\theta\rangle=\tfrac12(1.5\times10^6)(314.2)(10^{-3})^2(0.010)=2.36\ \text{N/m}^3 .
\]

By (6) the instantaneous value there swings between zero and 4.71 N/m³. The torque (11) is \(3.70\times10^{-6}\) N m per metre of column.

**Shielding.** Here \(S=0.059\) and \(\delta=58\) mm. The loss of azimuthal force is about 0.01 % of (8) everywhere in the section. The mean inward force, which pressure balances away from the ends, is about 1.5 % of the azimuthal force at the rim.

**Ends.** Take both ends as insulating. At mid-height (25) then lowers the force by less than 0.2 %. On the axis one radius from an end the loss is 21 %, and (26) takes 13 % from the total torque. Of the corrections to the total torque estimated here, that of the ends is the largest, although the length is four diameters.

**Melt rotation.** For purely circular laminar flow in an endless column, (16) gives a peak swirl of 16 mm/s at \(r=5.8\) mm. The melt near the axis would then turn at 4.1 rad/s, which by (13) would reduce the force there by 1.3 %.

The swirl speed is a laminar long-column estimate. The magnetic Taylor number \(\sigma\omega B^2R^4/(2\rho\nu^2)\) is \(2.5\times10^4\), and the Reynolds number \(u_{\rm peak}R/\nu\) is about 1200, so inertia is strong wherever the flow is not purely circular. Near an end, wall friction slows the swirl, while the inward pressure force set up by the faster interior remains. It pushes melt towards the axis and starts a circulation in the meridional plane. By carrying angular momentum to the walls, where friction removes it, the circulation can also slow the swirl in the interior. The swirl speed and force reduction given above belong to purely circular laminar flow in an endless column and do not predict the values in this closed melt. Even without ends, that flow would be liable to break up into rolls at such a Reynolds number. Beyond \(r=R/\sqrt2\) the product \(ru_\theta\) from (15) decreases outwards, so melt displaced outwards there carries more angular momentum than its new surroundings and tends to move further out. The circulation carries dopant along the growth interface and to and from it; (8) supplies its drive but does not by itself give the dopant distribution.

Two other forces can be sized. If the whole alternating force accelerated the melt unopposed by pressure, its speed scale would be \(2.36/(5500\times2\times314.2)\) m/s, or 0.7 µm/s, negligible beside the swirl. Buoyancy is not negligible. With a rough thermal expansion of \(10^{-4}\) K⁻¹ it amounts to 5.4 N/m³ per kelvin, so a temperature difference of about 0.4 K gives a force density comparable to that at the rim. Where the melt speed stays far below \(\omega r\), buoyancy leaves (8) intact, but it can reshape the flow.

In a melt no longer than it is wide the assumption of a long column fails. The force (8) must then be multiplied by (25), and the torque (11), taken over the whole length, by \(1-L\) with \(L\) from (26). Width also raises \(S\) as \(R^2\): at \(R=50\) mm, with the other settings held fixed, \(S\) is about 1.5 and the rim factor for a long column lies between 0.97 and 0.91. A conducting crystal or crucible changes the end condition, because current can then leave the melt, and (25) no longer applies as it stands.

Numbers in the example were calculated in double precision.
